# Cost of Fermi-operator expansion: Chebyshev degree against contour poles

**Question.** In a self-consistent calculation the density matrix can be computed as a function of the Hamiltonian, without finding its eigenvectors. At electronic temperature $T$, with a Hamiltonian whose spectrum has width $W$, how many Hamiltonian multiplications does a Chebyshev expansion of the Fermi function need? How many shifted inversions does a contour expansion need? How do the two numbers change when $W/kT$ rises from $10^2$ to $10^5$?

**Answer.** With the chemical potential $\mu$ at a fixed fractional position inside the spectrum, the Chebyshev degree is proportional to $W/kT$, while the number of inversions grows by a constant amount per decade of $W/kT$. The prefactors follow from the poles of the Fermi function, and so do the conditions on both statements.

## What is being approximated

Let $H$ be a real symmetric matrix in an orthonormal basis, with its spectrum inside $[E_{\min},E_{\max}]$. Only ratios of energies matter, so I measure energies from $\mu$ in units of $kT$:

$$\xi=\frac{E-\mu}{kT},\qquad R=\frac{W}{kT},\qquad p=\frac{\mu-E_{\min}}{W},\qquad f(\xi)=\frac1{1+e^{\xi}} .$$

The density matrix per spin is $f$ evaluated at the matrix $(H-\mu)/kT$. An approximation $\tilde f$ has the same eigenvectors, so the spectral norm of its error is the largest $|\tilde f-f|$ on the eigenvalues. I require $|\tilde f-f|\le\varepsilon$ on the whole interval. For $M$ basis functions the electron number per spin is then wrong by at most $M\varepsilon$. Accuracy on the whole interval is the right demand for a metal or for an unknown spectrum. If $\mu$ lies in a gap much wider than $kT$, a smoother step can replace $f$, and the degree is then set by the ratio of $W$ to the gap instead of by $W/kT$: for $W=100$ eV, a 4 eV gap at mid-spectrum and $\varepsilon=10^{-6}$, a degree near 525 suffices for any $kT\le0.025$ eV.

Both costs are set by the poles of $f$. Taking the logarithmic derivative of the product $\cosh(\xi/2)=\prod_{j\ge1}(1+\xi^2/\omega_j^2)$, with $\omega_j=(2j-1)\pi$, gives

$$\tanh\frac{\xi}{2}=\sum_{j\ge1}\frac{4\xi}{\xi^2+\omega_j^2}.$$

Since $f=\tfrac12-\tfrac12\tanh(\xi/2)$,

$$f=\frac12-\sum_{j\ge1}\left[\frac1{\xi-i\omega_j}+\frac1{\xi+i\omega_j}\right].$$

The nearest poles lie at a distance $\pi kT$ from the real energy axis, however wide the spectrum is.

## The Chebyshev degree

Chebyshev polynomials live on $[-1,1]$, so put $\xi=\tfrac R2(x-x_0)$ with $x_0=2p-1$. The poles move to $z_j=x_0+2i\omega_j/R$ and their conjugates, and

$$f=\frac12+\frac4R\,\mathrm{Re}\sum_j\frac1{z_j-x}.$$

To expand one term, write $x=\cos\theta$ and $z=\tfrac12(u+u^{-1})$ with $|u|>1$. Two geometric series give

$$1+2\sum_{k\ge1}u^{-k}\cos k\theta=\frac{1-u^{-2}}{1-2xu^{-1}+u^{-2}}=\frac{u-u^{-1}}{2(z-x)} .$$

The last step multiplies numerator and denominator by $u$. As $T_k(x)=\cos k\theta$, the coefficient of $T_k$ in $f$ for $k\ge1$ is

$$c_k=\frac8R\,\mathrm{Re}\sum_j\frac{2u_j^{-k}}{u_j-u_j^{-1}} .$$

Now let $x_0=\cos\theta_0$ and $u=e^{\eta+i\theta_0}$. Then $z=\cos\theta_0\cosh\eta+i\sin\theta_0\sinh\eta$. For small $\eta$ the imaginary part fixes $\eta_j=2\omega_j/(R\sin\theta_0)$, and the real part differs from $x_0$ only in second order. With $\sin\theta_0=\sqrt{1-(2p-1)^2}=2\sqrt{p(1-p)}$, the nearest pole has

$$a\equiv\eta_1=\frac{\pi}{R\sqrt{p(1-p)}} .$$

To the same order the other poles have $\eta_j\simeq(2j-1)a$, so their terms decay roughly as $e^{-3ka}$ or faster and are dropped. The factor 3 is a first-order value. At mid-spectrum $\eta_j=\operatorname{arsinh}(2\omega_j/R)$ exactly, which gives $\eta_2/\eta_1=2.98$ at $R=100$. To leading order $u-u^{-1}=2i\sin\theta_0$, so

$$c_k\simeq\frac{8}{R\sin\theta_0}\,\mathrm{Re}\left(-ie^{-ik\theta_0}\right)e^{-ka}=-\frac{8\sin k\theta_0}{R\sin\theta_0}\,e^{-ka}.$$

Stopping at degree $n$ leaves $\sum_{k>n}c_k\cos k\theta$. The product $2\sin k\theta_0\cos k\theta$ equals $\sin k(\theta_0-\theta)+\sin k(\theta_0+\theta)$. Near the chemical potential the first sine varies slowly with $k$ and its terms add up. The second oscillates, and its sum is smaller by a factor of order $a/\sin\theta_0$. With $\phi=\theta_0-\theta$ small, the geometric sum of the first part is

$$\mathrm{Im}\sum_{k>n}e^{-k(a-i\phi)}\simeq e^{-na}\,\mathrm{Im}\frac{e^{in\phi}}{a-i\phi}.$$

Its prefactor is $4/(R\sin\theta_0)$. Setting $\phi=as$, $L=na$ and using $aR\sin\theta_0=2\pi$,

$$f-f_n\simeq-\frac2\pi e^{-L}\,\frac{\sin Ls+s\cos Ls}{1+s^2}.$$

The last fraction never exceeds $1/\sqrt{1+s^2}\le1$. At $s=\pi/2L$ it equals $1/(1+\pi^2/4L^2)$, so its maximum is close to one when $L$ is large. Equating $(2/\pi)e^{-na}$ to $\varepsilon$ gives

$$n\simeq\frac{R}{\pi}\sqrt{p(1-p)}\;\ln\frac{2}{\pi\varepsilon}.$$

At mid-spectrum, $p=\tfrac12$, this is $n\simeq(R/2\pi)\ln(2/\pi\varepsilon)$.

The factor $R$ is a matter of resolution. Neighbouring zeros of $T_n$ are $\pi/n$ apart in $\theta$, hence $\tfrac R2\sin\theta_0\,\pi/n$ apart in $\xi$ near $\mu$. Inserting $n=L/a$ turns this into $\pi^2/L$, which does not contain $R$. For $\varepsilon=10^{-6}$, $L=13.36$, and the zeros are about $0.74\,kT$ apart. The polynomial has to resolve the Fermi step, and because the zeros of $T_n$ are equally spaced in $\theta$, the same angular resolution is carried through the regions where $f$ is flat.

## When the growth is not linear

The linear law assumes fixed $p$. Another situation is a basis enlarged by functions of high kinetic energy: $E_{\max}$ rises while the depth $D=\mu-E_{\min}$ stays put. In ordinary energies the result reads

$$n\simeq\frac{\sqrt{D(W-D)}}{\pi kT}\ln\frac2{\pi\varepsilon}\;\longrightarrow\;\frac{\sqrt{DW}}{\pi kT}\ln\frac2{\pi\varepsilon}\quad(W\gg D).$$

The degree then grows as $\sqrt W$, because Chebyshev zeros crowd towards the ends of the interval, where $\mu$ now sits. It is still proportional to $1/kT$ at fixed $D$ and $W$.

The expansion in small $\eta$ requires $a/\sin\theta_0\ll1$. Near the lower edge $a/\sin\theta_0\simeq\pi kT/2D$, so $\mu$ must lie many $kT$ inside the spectrum. If $\mu$ sits at the edge itself, the formula's value $n=0$ is meaningless. There the pole is at $z=-1+iy$ with $y=2\pi/R$. Writing $z=-\cos\vartheta\simeq-1+\vartheta^2/2$ gives $\vartheta^2=2iy$, so $|\mathrm{Im}\,\vartheta|=\sqrt{2y}\sin(\pi/4)=\sqrt y$. The coefficients decay as $e^{-k\sqrt{2\pi/R}}$, and the degree scales as $\sqrt R$. This edge case is a leading-exponent estimate and is not among the numerical tests.

## A contour whose analytic strip ignores the width

A rational approximation can place its poles near the Fermi step and spread them out elsewhere. Write $f=\tfrac12-\tfrac12\xi\,G(\xi^2)$ with

$$G(w)=\frac{\tanh(\sqrt w/2)}{\sqrt w}=\sum_j\frac4{w+\omega_j^2}.$$

This function is even in $\sqrt w$, so it has no branch cut. Shift the variable to $v=w+\pi^2$. The spectrum lies at $v_\xi=\xi^2+\pi^2\ge\pi^2$, and the poles of $G$ lie at $v=\pi^2-\omega_j^2\le0$. The vertical line $\mathrm{Re}\,v=\pi^2/2$ separates them.

Follow this line upwards and close it by a large arc on the right. The arc contributes nothing in the limit, because the integrand falls as $|v|^{-3/2}$ and the arc length grows as $|v|$. The closed path runs clockwise around $v_\xi$, which supplies a minus sign in Cauchy's formula:

$$G(\xi^2)=\frac1{2\pi i}\int\frac{G\,dv}{v_\xi-v}.$$

Parametrize the line by

$$v(t)=\frac{\pi^2}2(1+i\sinh t),\qquad dv=\frac{i\pi^2}2\cosh t\,dt .$$

For complex $t=s+i\tau$,

$$v=\frac{\pi^2}2\left(1-\cosh s\sin\tau+i\sinh s\cos\tau\right).$$

At $\tau=-\pi/2$ this is $\tfrac{\pi^2}2(1+\cosh s)\ge\pi^2$, the region of the spectrum. At $\tau=+\pi/2$ it is $\tfrac{\pi^2}2(1-\cosh s)\le0$, the region of the poles of $G$. Between these lines $v$ is real only for $s=0$, where it lies strictly between $0$ and $\pi^2$. The integrand is therefore analytic for $|\tau|<\pi/2$, whatever $R$ is.

Changing $t$ to $-t$ conjugates the integrand, so twice the real part over $t>0$ suffices. With the midpoints $t_j=(j-\tfrac12)h$ and $w_j=v(t_j)-\pi^2$,

$$f_N=\frac12-\frac{\pi h}4\,\mathrm{Re}\sum_{j=1}^N G(w_j)\cosh t_j\,\frac{\xi}{\xi^2-w_j}.$$

The factor is $\tfrac12\cdot2\cdot\tfrac1{2\pi}\cdot\tfrac{\pi^2}2=\tfrac\pi4$. Finally,

$$\frac{\xi}{\xi^2-w_j}=\frac12\left[\frac1{\xi-\sqrt{w_j}}+\frac1{\xi+\sqrt{w_j}}\right],$$

so each node costs two complex-shifted inversions, $2N$ in all. The conjugate nodes need no further inversions: for real $H$ their inverses are the complex conjugates of those already computed.

## How many nodes

There are two errors, from the finite step and from the finite length $Nh$.

For the step, let $\Phi(t)$ be the integrand over the full line. The function $1/(1+e^{-2\pi it/h})$ has poles at the midpoints, each with residue $h/2\pi i$. Enclosing the real axis between a line below it and a line above it gives

$$h\sum_j\Phi(t_j)-\int\Phi\,dt=-\int_{\rm below}\frac{\Phi\,dt}{1+e^{2\pi it/h}}-\int_{\rm above}\frac{\Phi\,dt}{1+e^{-2\pi it/h}} .$$

Move the lines beyond $\tau=\mp\pi/2$. What remains of the integrals is of higher order in $e^{-\pi^2/h}$, and the crossed poles give the leading error. At those poles the denominators have size $e^{\pi^2/h}$. The spectral value $v_\xi$ is met at $t=\pm s_\xi-i\pi/2$, and each pole of $G$ at $t=\pm s_j+i\pi/2$. Since $dv/dt$ cancels the factor $\cosh t$, the residues of $\Phi$ are $-G(\xi^2)/2\pi i$ and $4/[2\pi i(\xi^2+\omega_j^2)]$. For $j=1$, and for the spectral pole at $\xi=0$, $s=0$ and the two points merge. There the denominator vanishes quadratically in $t$ while $dv/dt$ vanishes linearly, so the single pole carries twice the stated residue and counts as a pair. Adding the pairs $\pm s$ and multiplying by $-\xi/2$ gives the error of $f$:

$$e^{-\pi^2/h}\left[\tanh\frac\xi2\,\cos\frac{2\pi s_\xi}h+\sum_j\frac{4\xi}{\xi^2+\omega_j^2}\cos\frac{2\pi s_j}h\right].$$

The positive weights in the sum add up to $\tanh(|\xi|/2)$ in magnitude, so to this order the error is at most $2e^{-\pi^2/h}$. This is a bound: at $R=1000$ and $h=1$ the measured error is $7.18\times10^{-5}$, against $e^{-\pi^2/h}=5.17\times10^{-5}$, a ratio of about $1.4$.

For the length, cut at $t=T_c=Nh$. Beyond the cut $v\simeq iY$ with $Y=\tfrac{\pi^2}4e^t$. If $Y\gg\xi^2$, then $G\simeq Y^{-1/2}e^{-i\pi/4}$ and $1/(v_\xi-v)\simeq i/Y$. The missing part of $G(\xi^2)$ is

$$\frac1\pi\,\mathrm{Re}\left(e^{i\pi/4}\right)\int_{Y_c}^\infty Y^{-3/2}dY=\frac{\sqrt2}{\pi}\,Y_c^{-1/2}=\frac{2\sqrt2}{\pi^2}\,e^{-T_c/2}.$$

Multiplication by $|\xi|/2$ gives an error $\sqrt2\,|\xi|e^{-T_c/2}/\pi^2$, largest at $X=\max|\xi|$. For $X=500$ and $T_c=20$ this predicts $3.253\times10^{-3}$, and the measured error is $3.248\times10^{-3}$. The small deficit arises because the midpoint sum of $e^{-t/2}$ is below its integral by the factor $(h/4)/\sinh(h/4)$, which is $0.998$ at the step $h=0.4$ used there.

Allow $\varepsilon/2$ for each error:

$$h=\frac{\pi^2}{\ln(4/\varepsilon)},\qquad T_c=2\ln\frac{2\sqrt2\,X}{\pi^2\varepsilon},$$

$$N=\left\lceil\frac2{\pi^2}\,\ln\frac4\varepsilon\;\ln\frac{2\sqrt2\,X}{\pi^2\varepsilon}\right\rceil .$$

The width enters through $\ln X$ because equal steps in $t$ multiply the distance from $\mu$ by a constant factor once $t$ is large. At fixed width and small $\varepsilon$, $N$ grows by a larger factor than the Chebyshev degree: from $\varepsilon=10^{-6}$ to $10^{-9}$ the factor is about 2.1 at $R=100$ and 1.9 at $R=10^5$, against 1.5 for the degree. In absolute numbers it still grows less over this range, by 54 nodes against 110 degrees at $R=100$. In the limit of small $\varepsilon$, $N$ becomes proportional to $\ln^2(1/\varepsilon)$. This $N$ is what one explicit rule achieves, and it is far from the minimum. At $\varepsilon=10^{-6}$ a rational function fitted directly to $f$ on the interval needs only about 6 complex-shifted inversions at $R=100$ and about 19 at $R=10^5$, and the truncated continued fraction of $\tanh(\xi/2)$ needs 10 at $R=100$.

## The numbers from $10^2$ to $10^5$

Take round parameters: $kT=0.1$ eV (about 1160 K), $\varepsilon=10^{-6}$, $\mu$ at mid-spectrum, and $W$ from 10 eV to $10^4$ eV. For the polynomial,

$$\frac nR=\frac{13.364}{2\pi}=2.127 .$$

For the contour, $h=0.649$ and $X=R/2$. At $R=100$ the length is $T_c=2\ln(1.433\times10^7)=32.96$, so $T_c/h=50.8$ and $N=51$. Each decade of $R$ adds $(4/\pi^2)\ln(4/\varepsilon)\ln10=14.2$ inversions before rounding. The degrees below are measured from the expansion of $f$ itself, with the largest error taken on a grid. Between grid points the error can be about 0.1% larger, which raises the last three degrees by two to four units.

| $R$ | degree $n$ | inversions $2N$ | $n/2N$ |
|---|---|---|---|
| $10^2$ | 213 | 102 | 2.1 |
| $10^3$ | 2125 | 116 | 18 |
| $10^4$ | 21257 | 130 | 164 |
| $10^5$ | 212595 | 146 | 1456 |

The degree formula agrees with these measurements to within about 0.2%. Over three decades the degree rises a thousandfold and the number of inversions by 43%. The inversions are not proportional to $\ln R$: in this rule the accuracy requirement supplies a large constant, and the width adds to it. At the same step, the smallest number of nodes that meets the target is one or two below $N$ in all four rows.

The square-root law appears when $D=10$ eV is held fixed. Raising $W$ from 100 to 1000 and then to 10000 eV gives degrees 1276, 4229 and 13437. The last step, a factor of ten in width, multiplies the degree by 3.18, close to $\sqrt{10}$.

As a check on matrices, an open chain of 121 sites with hopping 2.5 eV has its spectrum inside an interval of width 10 eV, so $R=100$. Compared with direct diagonalization, the density matrix has a spectral-norm error of $5.8\times10^{-7}$ at degree 213 and $6.6\times10^{-7}$ with 102 inversions.

## From counts to cost

A Chebyshev recurrence uses one Hamiltonian multiplication per degree. The contour is therefore cheaper than this recurrence when one shifted inversion costs less than $n/2N$ such multiplications, both producing the same part of the density matrix. At $R=100$ the inversion may cost only about two multiplications; at $R=10^5$ it may cost about 1500. These are operation counts, not timings, and they compare this contour rule with the plain recurrence. With fitted poles the two break-even values rise to about 35 and about $10^4$. Conversely, if general matrix–matrix products are allowed in place of multiplications by a sparse $H$, the identity $T_{k+m}=2T_mT_k-T_{|k-m|}$ builds a polynomial of degree $n$ with about $2\sqrt n$ products, 28 for degree 213, at the price of storing about $\sqrt n$ matrices.

The logarithm also counts inversions without looking inside them. Suppose each inverse is itself expanded in Chebyshev polynomials. For a shift $\zeta$ close to $\mu$ at mid-spectrum, in units of $kT$, the decay rate is $\eta=2\,\mathrm{Im}\,\zeta/R$. To leading order in $\eta$, the same resonant sum gives a largest tail of about $e^{-n\eta}/\eta$ for the scaled resolvent, whose largest value is $1/\eta$. The error relative to that value is $e^{-n\eta}$, so

$$n_\zeta\simeq\frac{R}{2\,\mathrm{Im}\,\zeta}\ln\frac1\varepsilon .$$

The nearest shift has $\mathrm{Im}\,\zeta=2.25$. At $R=1000$ the formula and the measurement both give degree 3069. This refers to the relative error of one inverse, so it cannot be compared directly with the 2125 found for the absolute error of $f$. The comparison follows from linearity instead: if all the inverses are cut at the same degree, their weighted sum is the Chebyshev expansion of $f_N$ cut at that degree. Apart from the small difference between $f_N$ and $f$, this is the direct polynomial again. With such a solver the factor $R$ returns and the contour gains nothing. Its advantage requires a solver whose cost per inversion stays below $n/2N$ multiplications. A direct factorization, whose operation count for a given matrix structure does not depend on $R$, meets this condition once $R$ is large enough.

Within a self-consistency cycle, two further differences follow from the formulas. The polynomials $T_k$ of the scaled Hamiltonian do not depend on $\mu$, so their traces can be reused while $\mu$ is adjusted to the electron number; the contour shifts move with $\mu$. On the other hand, an eigenvalue outside the assumed interval, at $|x|=\cosh\chi$, makes $|T_k|=\cosh k\chi$ grow exponentially with $k$. The coefficients fall only as $e^{-ka}$, so the series diverges once $\chi>a$. Since $\cosh\chi-1\simeq\chi^2/2$, this happens when the eigenvalue lies outside the interval by more than about $Wa^2/4$, which is only $\pi^2kT/R$ at mid-spectrum. The target accuracy is lost earlier: at $R=1000$ and degree 2125 the error is already about $5\times10^{-6}$ at three tenths of this distance. In the contour rule the truncation error grows only in proportion to $|\xi|$ as long as $\xi^2\ll Y_c$. The Chebyshev interval must therefore enclose the spectrum at every iteration, while the contour tolerates a rough estimate of the width.

The numerical output below lists the remaining cases, including other values of $\varepsilon$ and $p$.

## Values computed for the example and the checks

```
kT = 0.100 eV, temperature = 1160.5 K
target error eps = 1.0e-06 (dimensionless)
ln(2/(pi eps)) = 13.3639
degree/R at mid-spectrum = 2.1269
contour step h = 0.6492
predicted extra shifts per decade of R = 14.19
Mid-spectrum table (all columns after width are pure numbers):
R | width eV | degree formula | degree measured | node pairs N | N measured | shifts 2N | contour error | break-even
100 | 10 | 212.7 | 213 | 51 | 50 | 102 | 6.65e-07 | 2.09
1000 | 100 | 2126.9 | 2125 | 58 | 56 | 116 | 6.28e-07 | 18.32
10000 | 1000 | 21269.4 | 21257 | 65 | 64 | 130 | 6.32e-07 | 163.52
100000 | 10000 | 212693.5 | 212595 | 73 | 71 | 146 | 5.97e-07 | 1456.13
Other cases at R = 1000: eps | p | degree formula | measured
1e-03 | 0.5 | 1027.5 | 1025
1e-09 | 0.5 | 3226.3 | 3225
1e-06 | 0.2 | 1701.5 | 1701
Fixed depth mu-Emin = 10.0 eV:
width eV | degree formula | measured | measured/sqrt(width/eV)
100 | 1276.2 | 1276 | 127.60
1000 | 4232.5 | 4229 | 133.73
10000 | 13445.2 | 13437 | 134.37
Discretization, R = 1000: h | exp(-pi^2/h) | measured error
0.8 | 4.386e-06 | 6.133e-06
1.0 | 5.172e-05 | 7.182e-05
1.5 | 1.388e-03 | 2.009e-03
Truncation at t = 20.0, R = 1000: formula 3.2527e-03, measured 3.2475e-03
Polynomial solve, nearest shift: R | Im(shift)/kT | formula | measured
1000 | 2.2508 | 3069.1 | 3069
10000 | 2.2508 | 30690.7 | 30691
Chain: 121 sites, hopping 2.5 eV, interval width 10.0 eV, R = 100
Chebyshev degree 213: density-matrix error 5.80e-07
Contour shifts 102: density-matrix error 6.62e-07
```
